# Rayleigh attenuation length of air and the blue-to-red scattering ratio

**Question.** How far does green light of wavelength 550 nm travel through clean air before molecular scattering has reduced its intensity by a factor \(e\), and how much more strongly does air scatter blue light than red, once the change of refractive index with wavelength is included?

**Answer.** The distance is about 90 km if the molecules are treated as isotropic, and about 85 km with a rough allowance for their anisotropy. Light of 450 nm is scattered about 4.5 times as strongly as light of 650 nm. The fourth-power law alone gives 4.35, and dispersion adds 3 %.

The estimate needs two properties of the gas. The refractive index \(n\) measures the dipole induced in all the molecules together, and the number density \(N\) turns this into the dipole of one molecule. That dipole fixes the power each molecule scatters.

## Inputs and assumptions

The air is at 288 K and 1 atm. The ideal-gas law gives

\[
N=\frac{P}{k_BT}=2.548\times10^{25}\ \mathrm{m^{-3}} .
\]

For the index I take the round value \(n-1=2.8\times10^{-4}\) at 550 nm. It is a rough input, and its effect on the result is examined below.

The gas is dilute and does not absorb at these wavelengths. Its molecules are much smaller than the wavelength and are placed independently of one another. Dust, haze and cloud are left out, as is light that returns to the beam after several scatterings. Wavelengths \(\lambda\) are vacuum values, \(k=2\pi/\lambda=\omega/c\), and fields vary as \(e^{-i\omega t}\). A molecule in a field \(E\) acquires the dipole \(p=\alpha E\); until anisotropy is treated, \(\alpha\) is a single number.

## From the refractive index to one molecule

Let a wave \(E e^{ikz}\), polarized along \(x\), meet a thin layer of gas of thickness \(dz\) at \(z=0\). The layer holds \(N\,dz\) dipoles per unit area. A dipole oscillating as \(e^{-i\omega t}\) has the time derivative \(-i\omega p\), so on average the layer is a sheet with surface current

\[
K=-i\omega N\alpha E\,dz .
\]

By symmetry the sheet sends out equal electric waves of amplitude \(E_s\) on both sides. Their magnetic fields along \(y\) are \(+E_s/(\mu_0c)\) in front and \(-E_s/(\mu_0c)\) behind, because the waves travel in opposite directions. Ampère's law requires the magnetic field to jump by \(-K\) across the sheet. Hence \(2E_s/(\mu_0c)=-K\), and

\[
E_s=-\frac{\mu_0c}{2}K=\frac{i\omega\mu_0c}{2}N\alpha E\,dz
=\frac{ikN\alpha}{2\varepsilon_0}E\,dz ,
\]

where \(\omega=ck\) and \(\mu_0c^2=1/\varepsilon_0\) were used.

In terms of the index, the layer adds the phase \((n-1)k\,dz\). It multiplies the wave by \(e^{i(n-1)k\,dz}\approx1+i(n-1)k\,dz\), so it adds the field \(i(n-1)kE\,dz\). The two descriptions agree if

\[
n-1=\frac{N\alpha}{2\varepsilon_0},\qquad
\alpha=\frac{2\varepsilon_0(n-1)}{N}.
\]

This takes the field acting on a molecule to be the average field. With the Lorentz local field the polarization is \(P_x=N\alpha[E+P_x/(3\varepsilon_0)]\), while \(P_x=\varepsilon_0(n^2-1)E\). Eliminating \(P_x\) gives

\[
\frac{N\alpha}{\varepsilon_0}=\frac{3(n^2-1)}{n^2+2}
\approx2(n-1)\left[1-\frac{n-1}{6}\right].
\]

The relative change in \(\alpha\) is \(4.7\times10^{-5}\), which is negligible here.

The numbers give \(\alpha=1.946\times10^{-40}\ \mathrm{C\,m^2/V}\). The polarizability volume \(\alpha/(4\pi\varepsilon_0)\) is \(1.75\times10^{-30}\ \mathrm{m^3}\), which is of molecular size.

## The power scattered by one molecule

The retarded vector potential of a small current distribution is set by its total current, \(-i\omega\mathbf p\):

\[
\mathbf A=-\frac{i\omega\mu_0}{4\pi}\,\mathbf p\,\frac{e^{ikr}}{r}.
\]

Far away, the largest part of \(\nabla\times\mathbf A\) comes from differentiating the phase, so \(\mathbf B=ik\,\hat{\mathbf r}\times\mathbf A\). If \(\theta\) is the angle between \(\mathbf p\) and the direction of observation, then

\[
|E|=c|B|=\frac{ck\omega\mu_0|p|\sin\theta}{4\pi r}
=\frac{k^2|p|\sin\theta}{4\pi\varepsilon_0r}.
\]

The time-averaged intensity is \(\tfrac12\varepsilon_0c|E|^2\). Over a sphere, the integral of \(\sin^2\theta\) with respect to solid angle is \(8\pi/3\). The radiated power is therefore

\[
P_{\rm rad}=\frac{ck^4|p|^2}{32\pi^2\varepsilon_0}\,\frac{8\pi}{3}
=\frac{ck^4|p|^2}{12\pi\varepsilon_0}.
\]

Dividing by the incident intensity \(\tfrac12\varepsilon_0c|E|^2\), with \(p=\alpha E\), gives the scattering cross section

\[
\sigma=\frac{k^4\alpha^2}{6\pi\varepsilon_0^2}
=\frac{k^4}{6\pi\varepsilon_0^2}\,\frac{4\varepsilon_0^2(n-1)^2}{N^2}
=\frac{2k^4(n-1)^2}{3\pi N^2}.
\]

The fourth power of \(k\) has a simple origin. At fixed dipole, the radiated field is proportional to the acceleration of the charge, hence to \(\omega^2\), and the power is proportional to the square of the field.

At 550 nm, \(k^4=1.703\times10^{28}\ \mathrm{m^{-4}}\) and \(\sigma=4.36\times10^{-31}\ \mathrm{m^2}\). This is tiny compared with the geometrical area of a molecule, because the molecule is so small compared with the wavelength.

## Why the intensities of the molecules add

There are \(4.2\times10^6\) molecules in one cubic wavelength, and their mean spacing is about 3.4 nm. With such close neighbours it is not obvious that scattered powers may be added. The reason is the independence of the positions, not the distance between them.

Let \(\mathbf q\) be the incident wave vector minus the scattered one. Molecule \(j\) contributes a field with phase factor \(e^{i\mathbf q\cdot\mathbf r_j}\). For \(M\) molecules the intensity, in units of that from one molecule, is

\[
S=\left|\sum_{j=1}^{M}e^{i\mathbf q\cdot\mathbf r_j}\right|^2
=M+\sum_{j\ne l}e^{i\mathbf q\cdot(\mathbf r_j-\mathbf r_l)} .
\]

For independent positions the average of each cross term factorizes:

\[
\langle S\rangle=M+M(M-1)\left|\langle e^{i\mathbf q\cdot\mathbf r}\rangle\right|^2 .
\]

Take a cubic box of side \(\ell\) and a nonzero \(\mathbf q\) whose components are whole multiples of \(2\pi/\ell\). The average phase factor over the box is then zero, and \(\langle S\rangle=M\). For other \(\mathbf q\) the second term is the wave diffracted by the outline of the box, which does not describe scattering inside a large body of gas.

In the forward direction \(\mathbf q=0\), all phases agree and \(S=M^2\). This coherent part is the wave that produced the refractive index above.

A perfect, motionless lattice behaves differently. Its sum is a product of geometric series, which, for \(\mathbf q\) fitted to the box as above, cancels unless \(\mathbf q\) is a reciprocal-lattice vector. If the lattice spacing is \(a\), the shortest nonzero one has length \(2\pi/a\) for a simple cubic lattice, whereas \(|\mathbf q|\) is at most \(2k\). With \(a<\lambda/2\) there is thus no sideways scattering, apart from diffraction by the outline of the sample. A direct numerical sum gave \(S/M=1.003\) for random positions, equal to 1 within the sampling error, and zero to rounding accuracy for a lattice.

For identical isotropic molecules, sideways scattering is therefore due to irregularity in density; random orientation of anisotropic molecules adds a further part, treated below. It also follows that the estimate fails for a liquid or a strongly compressed gas, where the position of one molecule restricts those of its neighbours.

## The attenuation length

A layer of thickness \(dz\) has \(N\,dz\) molecules per unit area, each removing the power \(\sigma I\). Hence

\[
\frac{dI}{dz}=-N\sigma I,\qquad I(z)=I(0)e^{-z/L},
\]

\[
L=\frac1{N\sigma}=\frac{3\pi N}{2k^4(n-1)^2}.
\]

Inserting the numbers,

\[
L=\frac{3\pi\,(2.548\times10^{25}\ \mathrm{m^{-3}})}
{2\,(1.703\times10^{28}\ \mathrm{m^{-4}})\,(2.8\times10^{-4})^2}
\approx9.0\times10^4\ \mathrm m=90\ \mathrm{km}.
\]

The same result follows from the forward wave, without collecting the scattered light. The field of a dipole acts back on the dipole itself. In the Lorenz gauge the scalar potential is \(\phi=c^2\nabla\cdot\mathbf A/(i\omega)\), so \(\mathbf E=i\omega\mathbf A-\nabla\phi\) becomes

\[
\mathbf E=\frac{k^2}{4\pi\varepsilon_0}
\left[\mathbf p\,G+\frac1{k^2}\nabla(\mathbf p\cdot\nabla G)\right],
\qquad G=\frac{e^{ikr}}r .
\]

For real \(\mathbf p\), the out-of-phase part of this field comes from

\[
\operatorname{Im}G=\frac{\sin kr}{r}=k-\frac{k^3r^2}{6}+\cdots .
\]

Since \(\nabla(\mathbf p\cdot\nabla r^2)=2\mathbf p\), the second term in the bracket contributes \(-k\mathbf p/3\) at \(r=0\). Together with \(k\mathbf p\) from the first term this makes \(2k\mathbf p/3\), and the out-of-phase field at the dipole is

\[
\mathbf E_{\rm self}=i\,\frac{k^3}{6\pi\varepsilon_0}\,\mathbf p .
\]

The in-phase part belongs to the internal response of the molecule and is already contained in \(\alpha\). The dipole now obeys \(p=\alpha(E+E_{\rm self})\), so its effective polarizability is

\[
\alpha_{\rm eff}=\frac{\alpha}{1-i\alpha k^3/(6\pi\varepsilon_0)}
\approx\alpha+i\,\frac{k^3\alpha^2}{6\pi\varepsilon_0}.
\]

The index acquires the imaginary part \(N\operatorname{Im}\alpha_{\rm eff}/(2\varepsilon_0)\). The amplitude falls as \(e^{-k(\operatorname{Im}n)z}\) and the intensity at twice that rate:

\[
2k\operatorname{Im}n=\frac{Nk}{\varepsilon_0}\,
\frac{k^3\alpha^2}{6\pi\varepsilon_0}=N\sigma .
\]

The beam loses the energy that appears as scattered light. This argument again lets the other molecules act only through the average field, so it too relies on independent positions and does not apply to a lattice. The numerical check checks this balance from the dipole field, and finds the cross section separately from the energy flux through a sphere.

## Molecules that are not isotropic

The main molecules of air are elongated and respond more strongly along their axis than across it. Let the two polarizabilities be \(\alpha_\parallel\) and \(\alpha_\perp\), with mean \(\bar\alpha=(\alpha_\parallel+2\alpha_\perp)/3\) and difference \(\Delta\alpha=\alpha_\parallel-\alpha_\perp\). Then

\[
\alpha_\parallel=\bar\alpha+\tfrac23\Delta\alpha,\qquad
\alpha_\perp=\bar\alpha-\tfrac13\Delta\alpha .
\]

If the field makes an angle \(\beta\) with the axis, \(|p|^2/|E|^2=\alpha_\parallel^2\cos^2\beta+\alpha_\perp^2\sin^2\beta\). Over random orientations \(\cos^2\beta\) averages to 1/3 and \(\sin^2\beta\) to 2/3. The terms linear in \(\Delta\alpha\) cancel, leaving

\[
\frac{\langle|p|^2\rangle}{|E|^2}
=\frac{\alpha_\parallel^2+2\alpha_\perp^2}{3}
=\bar\alpha^2+\frac13\left(\frac49+\frac29\right)\Delta\alpha^2
=\bar\alpha^2+\frac29\Delta\alpha^2 .
\]

The index depends on the average dipole, hence on \(\bar\alpha\), whereas scattering depends on the average square. The cross section is larger than the isotropic estimate by

\[
F=1+\frac29\left(\frac{\Delta\alpha}{\bar\alpha}\right)^2,
\]

and \(L\) is shorter by the same factor. I take the rough effective value \(\Delta\alpha/\bar\alpha=0.5\) as an input. Then \(F=1.056\) and

\[
L\approx\frac{90\ \mathrm{km}}{1.056}\approx85\ \mathrm{km},
\]

or an attenuation coefficient of about \(0.012\ \mathrm{km^{-1}}\). A horizontal kilometre of clean air removes about 1.2 % of the green light.

Air is also a mixture, and a spread of \(\bar\alpha\) among its components raises the mean square above the square of the mean. For an 80:20 mixture with polarizabilities 10 % apart the factor is 1.0017. It is left out.

## How the length scales

At fixed wavelength, \(L\) varies as \((n-1)^{-2}\) when \(N\) is held fixed. A relative error in \(n-1\) is therefore doubled in \(L\). Changing the input from \(2.75\times10^{-4}\) to \(2.85\times10^{-4}\) changes the length from 88 to 82 km, so the rounded index fixes \(L\) only to about 3 km either way, and even the second figure of 85 km is uncertain. The anisotropy input is rough as well. Measured values for dry air at 550 nm, \(n-1\approx2.78\times10^{-4}\) and \(F\approx1.049\), are both slightly below the inputs used here and give about 87 km.

The factor \(N\) in the numerator does not mean that denser air is clearer. For a given gas \(n-1\) is itself proportional to \(N\), so

\[
L\propto\frac{N}{N^2}=\frac1N .
\]

At half the density the isotropic length doubles, from 90 to 180 km. The numerator has another meaning: for a given index, fewer molecules must each carry a larger dipole. Since scattering grows as the square of the dipole, the total scattering is then larger. A measured \(L\) and \(n\) together can thus determine the number of molecules per unit volume, provided the anisotropy factor \(F\) is known.

The same square explains the effect of droplets. If \(m\) molecules sit together in a region much smaller than \(\lambda\), their fields add in phase and the power grows as \(m^2\), apart from changes in the local field. Each molecule then scatters about \(m\) times as much as it would alone. In droplets comparable with the wavelength or larger, the fields no longer all agree in phase, and the gain per molecule falls below \(m\). It can still be very large, so haze can make the real attenuation length much shorter than 85 km.

## Blue against red

At equal incident intensity, the ratio of the scattered powers is

\[
R=\frac{\sigma_b}{\sigma_r}
=\left(\frac{\lambda_r}{\lambda_b}\right)^4
\left(\frac{n_b-1}{n_r-1}\right)^2 ,
\]

if \(F\) is the same for both colours. For 450 and 650 nm the first factor is \((650/450)^4=4.353\).

The second factor needs a model of dispersion. Let a charge \(Q\) of mass \(m_Q\) be bound with resonance frequency \(\omega_0\). Its displacement \(x\) obeys \(m_Q\ddot x=-m_Q\omega_0^2x+QE\). With \(\ddot x=-\omega^2x\),

\[
\alpha=\frac{Qx}{E}=\frac{Q^2}{m_Q(\omega_0^2-\omega^2)}
=\frac{Q^2}{m_Q\omega_0^2}\,\frac1{1-\omega^2/\omega_0^2}.
\]

Since \(\omega/\omega_0=\lambda_0/\lambda\), where \(\lambda_0\) is the resonance wavelength,

\[
n-1\propto\frac1{1-\lambda_0^2/\lambda^2}.
\]

One effective resonance at \(\lambda_0=75\) nm stands in for the many ultraviolet transitions of the molecules. This is a rough model value. Blue light lies closer to the resonance than red, so it drives the charge to a larger amplitude. The model gives \(n-1=2.826\times10^{-4}\) at 450 nm and \(2.785\times10^{-4}\) at 650 nm, so that

\[
R=4.353\left(\frac{2.826}{2.785}\right)^2
\approx4.353\times1.030\approx4.48 .
\]

The correction is small because \(\lambda_0^2/\lambda^2\) is only about 0.03 in the blue and 0.01 in the red. Moving \(\lambda_0\) to 65 or 85 nm changes \(R\) to 4.45 or 4.52. The result 4.5 is thus insensitive to the exact choice.

Dispersion can also be expressed as a local power law. From \(\sigma\propto\lambda^{-4}(1-u)^{-2}\), with \(u=\lambda_0^2/\lambda^2\) and \(du/d\ln\lambda=-2u\),

\[
-\frac{d\ln\sigma}{d\ln\lambda}
=4-\frac{2}{1-u}\frac{du}{d\ln\lambda}
=4+\frac{4u}{1-u}=\frac4{1-u}.
\]

At 550 nm the exponent is 4.08. It tends to 4 for wavelengths far above the resonance. Near the resonance the formula grows without limit, and it fails there because damping and absorption have been omitted.

## What this means for the atmosphere

The attenuation length can be compared with the amount of air overhead. If \(m\) now denotes the mean molecular mass and \(g\) is taken as constant, hydrostatic balance reads \(dP/dz=-mgN\). Integrating from the ground, where the pressure is \(P\), to the top, where it vanishes, gives

\[
\int_0^\infty N\,dz=\frac{P}{mg}.
\]

The temperature profile does not enter. With a molar mass of 29 g/mol the column is \(2.15\times10^{29}\ \mathrm{m^{-2}}\), equivalent to 8.4 km of air at ground density. The optical depth for a vertical beam is the column times \(\sigma\), or

\[
\tau=\frac{8.4\ \mathrm{km}}{85\ \mathrm{km}}\approx0.10
\]

at 550 nm. If molecular scattering is the only loss, a fraction \(e^{-\tau}\approx0.91\) of the green light arrives directly. Ozone high in the atmosphere also absorbs some green and red light. Its vertical optical depth is typically about 0.03 at 550 nm and 0.02 at 650 nm, which is not small beside the scattering. This absorption is left out here and in the figures below.

| Wavelength | \(L\) with \(F\) | \(\tau\) | Direct transmission |
|---|---|---|---|
| 450 nm | 37 km | 0.22 | 0.80 |
| 550 nm | 85 km | 0.10 | 0.91 |
| 650 nm | 170 km | 0.05 | 0.95 |

With the sun overhead, molecular scattering removes about 20 % of the direct blue light and 5 % of the red. Both losses are modest, but the light removed is strongly weighted towards blue, which is why the clear sky is blue. Its actual spectrum also depends on the sunlight that enters and on repeated scattering, so \(R\) is not by itself the blue-to-red ratio of the sky.

When the sun is low, the beam crosses more air. If the column along its path is ten times the vertical one, the optical depths are about 2.2 in the blue and 0.5 in the red. With scattering alone, the direct transmissions are then about 0.11 and 0.61, and the beam has turned yellow-orange. It deepens towards red only over the still longer paths close to the horizon.

## Calculated quantities

```
temperature: 288 K
pressure: 101325 Pa
number density N: 2.5482e+25 m^-3
input n-1 at 550 nm: 2.80e-04
input resonance wavelength: 75 nm
input anisotropy: 0.50
input molar mass: 29 g/mol
wavenumber k at 550 nm: 1.1424e+07 m^-1
k^4 at 550 nm: 1.7032e+28 m^-4
polarizability alpha: 1.9458e-40 C m^2/V
polarizability volume: 1.7488e-30 m^3
relative local-field shift of alpha: 4.7e-05
molecules per cubic wavelength: 4.24e+06
mean spacing N^(-1/3): 3.40 nm
random positions, intensity/molecules: 1.003
lattice positions, intensity/molecules: 1e-32
cross section, isotropic: 4.3638e-31 m^2
cross section from Poynting flux: 4.3638e-31 m^2
attenuation length, isotropic: 89.93 km
same from complex index: 89.93 km
same gas at half density: 179.86 km
anisotropy factor F: 1.0556
mixture factor (not applied): 1.0017
cross section with F: 4.6062e-31 m^2
attenuation length with F: 85.20 km
attenuation length with F: 8.520e+04 m
attenuation coefficient with F: 0.01174 km^-1
length with F if n-1 = 2.75e-04: 88.32 km
length with F if n-1 = 2.85e-04: 82.23 km
450 nm: n-1 = 2.8264e-04
450 nm: attenuation length with F = 37.47 km
450 nm: zenith optical depth = 0.2247
450 nm: zenith transmission = 0.7987
550 nm: n-1 = 2.8000e-04
550 nm: attenuation length with F = 85.20 km
550 nm: zenith optical depth = 0.0988
550 nm: zenith transmission = 0.9059
650 nm: n-1 = 2.7850e-04
650 nm: attenuation length with F = 167.99 km
650 nm: zenith optical depth = 0.0501
650 nm: zenith transmission = 0.9511
blue/red ratio, fourth power only: 4.3531
dispersion factor in ratio: 1.0300
blue/red ratio with dispersion: 4.4836
blue/red ratio from oscillator motion: 4.4836
ratio if resonance = 65 nm: 4.4503
ratio if resonance = 85 nm: 4.5225
local exponent at 550 nm: 4.0758
vertical column: 2.1456e+29 m^-2
equivalent height column/N: 8.42 km
```
